When afterglow cooling enhances dissociative attachment: chlorine against ground-state oxygen

**Question**

I am working on pulsed inductively coupled plasmas for etching, and I explain negative-ion formation in the off-phase as follows. When the power is cut, the electrons cool. Slow electrons are easier to capture, so dissociative attachment speeds up and the afterglow fills with negative ions. This seems to work for chlorine. A colleague objects that it cannot work for oxygen, because O₂ needs electrons of several eV. Is there a general criterion that tells me which way the attachment rate moves when the electrons cool? And is "no threshold" enough to guarantee that cooling helps?

**Answer**

Two quantities must be kept apart. The rate coefficient k belongs to one electron temperature and one gas. The number of attachment events per volume and time is k n_gas n_e, and it also follows the electron density, which falls in the afterglow. I take k first.

**The criterion**

Let the electrons have a Maxwellian distribution with temperature T, written as an energy, and let the molecules be at rest. In atomic units the electron mass is 1, the collision energy is ε = v²/2, and the attachment cross section is σ(ε). Then

k = ∫ 4πv² · v σ · (2πT)^(−3/2) e^(−v²/2T) dv.

Since dε = v dv, we have v³ dv = 2ε dε. The prefactor is 8π/(2π)^(3/2) = (8/π)^(1/2), so

k(T) = (8/π)^(1/2) T^(−3/2) I(T), with I(T) = ∫ ε σ(ε) e^(−ε/T) dε.

Differentiating the exponential with respect to T brings down ε/T²:

dI/dT = (1/T²) ∫ ε² σ e^(−ε/T) dε.

Define the mean energy of the electrons that are captured,

⟨ε⟩ = ∫ ε² σ e^(−ε/T) dε / ∫ ε σ e^(−ε/T) dε.

Then d ln I/d ln T = ⟨ε⟩/T. The factor T^(−3/2) contributes −3/2, and therefore

s ≡ d ln k/d ln T = ⟨ε⟩/T − 3/2.

Cooling raises k when s is negative, that is, when ⟨ε⟩ < 3T/2. Since 3T/2 is the mean energy of all the electrons, the criterion reads: cooling enhances attachment if the captured electrons are, on average, slower than the electron population as a whole. If they are faster, cooling suppresses it.

A power law shows how demanding this is. For σ ∝ ε^(−a) with a < 2, I ∝ T^(2−a) and k ∝ T^(1/2−a). Cooling helps only if a > 1/2. A cross section that grows towards low energy, but more slowly than 1/v, still gives a coefficient that falls on cooling.

**What a threshold does**

Suppose σ = 0 below an energy E_th > 0. Every captured electron then has at least that energy, so ⟨ε⟩ ≥ E_th and

s ≥ E_th/T − 3/2.

This is positive for T < 2E_th/3. In that range cooling lowers k, whatever the shape of σ above threshold.

The size of the drop can be bounded too. Take T₂ < T₁ and write

e^(−ε/T₂) = e^(−ε/T₁) e^(−ε(1/T₂ − 1/T₁)).

The second factor is largest at the smallest contributing energy, ε = E_th. Taking it out of the integral at that value gives I(T₂) ≤ I(T₁) e^(−E_th(1/T₂ − 1/T₁)), and hence

k(T₂)/k(T₁) ≤ (T₁/T₂)^(3/2) e^(−E_th(1/T₂ − 1/T₁)).

This is an upper bound, not an estimate. If σ starts at threshold with a finite value σ_th and varies smoothly, then for T far below E_th the integral is E_th σ_th T e^(−E_th/T), and k ≈ (8/π)^(1/2) E_th σ_th T^(−1/2) e^(−E_th/T). The exponential is the same, with a weaker power of T in front.

A threshold does not forbid enhancement at every temperature. If T is so high that 3T/2 exceeds ⟨ε⟩, cooling brings more electrons into the active energy range and k rises.

**Why chlorine and oxygen differ**

For e + X₂ → X + X⁻, the energy that must be supplied is the bond energy minus the electron affinity of the atom:

E_th = D(X₂) − EA(X).

A negative value means that the reaction releases energy and has no energetic threshold. Density-functional calculations in the aug-cc-pVDZ basis, at bond lengths of 1.99 Å for Cl₂ and 1.21 Å for O₂, give with B3LYP

Cl₂: 2.17 − 3.72 = −1.55 eV
O₂: 5.32 − 1.68 = 3.64 eV.

PBE0 gives −1.29 eV and 3.93 eV. The difference between the functionals, about 0.3 eV, shows a sensitivity and is not an error bar. The basis is not converged for chlorine: with B3LYP in aug-cc-pVTZ the Cl₂ bond energy rises to 2.33 eV and the balance moves to −1.35 eV, a shift of 0.2 eV, while oxygen moves only to 3.66 eV. Zero-point and spin-orbit energies and the basis-set limit are left out, and approximate functionals carry a self-interaction error that matters for anions. The signs agree in both calculations.

The sign settles whether slow electrons are allowed to attach. It does not say that they do so efficiently, which also requires an anion state that can be reached at low energy. Chlorine has one, and its slow-electron attachment is an input here, not a result of the energy balance.

**No threshold is not enough**

The lowest state of Cl₂⁻ has odd parity, while ground-state Cl₂ is even. The captured electron must therefore arrive in an odd partial wave, and at low energy the p wave, l = 1, leads.

For momentum q, the energy-normalised free radial wave is (2/πq)^(1/2) qr j_l(qr). At small qr the spherical Bessel function j_l varies as (qr)^l, so the amplitude near the molecule goes as q^(l+1/2) and its square as q^(2l+1). The cross section carries a further 1/q². If the molecular part of the capture varies smoothly near zero energy,

σ ∝ q^(2l−1) ∝ ε^(l−1/2), and so k ∝ T^(−3/2) T^(l+3/2) = T^l.

For an s wave, k tends to a constant. For a p wave, σ ∝ ε^(1/2) and k ∝ T, so in the low-temperature limit cooling reduces attachment even though there is no threshold.

A simple model joins this limit to the fall of σ at higher energy:

σ = σ₀ (ε/w)^(1/2) e^(−ε/w).

The integral becomes

I = σ₀ w^(−1/2) ∫ ε^(3/2) e^(−ε(1/T + 1/w)) dε = σ₀ w^(−1/2) Γ(5/2) [Tw/(T+w)]^(5/2),

and multiplication by (8/π)^(1/2) T^(−3/2) gives

k = (8/π)^(1/2) σ₀ w^(−1/2) Γ(5/2) T [w/(T+w)]^(5/2).

For T ≪ w this is proportional to T; for T ≫ w it falls as T^(−3/2). In between,

s = 1 − (5/2) T/(T+w),

which vanishes when 2(T+w) = 5T, at T = 2w/3. Cooling helps above that temperature and hurts below it.

**Numbers for the coefficients**

The following cross sections are round models, not measured data. Chlorine has the slow peak above, with σ₀ = 5 Å² and w = 0.1 eV, plus a weak Gaussian band 0.1 Å² high at 5 eV. Oxygen has a Gaussian band 0.015 Å² high at 6.5 eV, set to zero below 3.64 eV. The width parameters, meaning the distance over which a Gaussian falls to 1/e, are 1.0 and 1.2 eV. The coefficients in cm³/s are:

T = 3 eV: Cl₂ 2.9×10⁻¹⁰, O₂ 3.1×10⁻¹¹
T = 1 eV: Cl₂ 4.0×10⁻¹⁰, O₂ 2.7×10⁻¹²
T = 0.3 eV: Cl₂ 1.3×10⁻⁹, O₂ 8.8×10⁻¹⁷
T = 0.1 eV: Cl₂ 2.5×10⁻⁹, O₂ negligible

Between 3 and 0.1 eV the chlorine coefficient grows by a factor of 8.5. Between 3 and 0.3 eV the oxygen coefficient falls to 2.9×10⁻⁶ of its value.

The criterion accounts for both directions. At 3 eV the mean energy of all electrons is 4.5 eV. Captured electrons have 3.67 eV in chlorine, which is below it, and 6.38 eV in oxygen, which is above it. The slopes are

Cl₂: s = 3.67/3 − 1.5 = −0.28
O₂: s = 6.38/3 − 1.5 = +0.63.

The chlorine slope is mild at 3 eV because the slow peak supplies only 7.9×10⁻¹¹ of the 2.9×10⁻¹⁰ cm³/s; the rest comes from the 5 eV band.

For oxygen the shape-independent bound between 3 and 0.3 eV is

10^(3/2) × e^(−3.64 × (3.333 − 0.333)) = 31.6 × e^(−10.9) ≈ 5.7×10⁻⁴.

The model value lies well below it for two reasons. The bound is loose even for a cross section that is constant above threshold, which gives 10^(1/2) × (3.64 + 0.3)/(3.64 + 3) × e^(−10.9) ≈ 3×10⁻⁵. The model band is also weak near threshold, which lowers the ratio further. A threshold lower by 0.1 eV, roughly the size of a zero-point correction, would raise the bound by e^(0.3) ≈ 1.35 and the model coefficient at 0.3 eV by 4 per cent. The oxygen values at low temperature depend on the assumed tail of the band, so their magnitudes should not be trusted. The suppression does not depend on that tail.

The guaranteed range for oxygen is T < 2 × 3.64/3 = 2.43 eV. A start at 3 eV lies outside it, so there the band shape matters. In this model k has its maximum at 4.3 eV, and cooling from 3 eV lowers it from the outset. Cooling from above 4.3 eV would first raise it.

In this model the chlorine coefficient has its maximum at 0.067 eV, a position set by the assumed width w and not a measured property of chlorine. At 0.043 eV, which is 500 K, k is about 5 per cent smaller than at that maximum.

**Attachment acts back on the temperature**

Attachment removes energy as well as electrons. Let ν = k n_gas be the attachment frequency, and let collisions between electrons keep the distribution Maxwellian. The energy density is 3nT/2, and each captured electron removes ⟨ε⟩ on average:

dn/dt = −νn
d(3nT/2)/dt = −νn⟨ε⟩.

Expanding the second line and inserting the first gives (3/2)(n dT/dt − νnT) = −νn⟨ε⟩, so

dT/dt = ν(T − 2⟨ε⟩/3) = −(2/3) ν T s.

The same s appears. When cooling enhances attachment, attachment heats the electrons that remain, because it takes away the slower ones. When cooling suppresses attachment, attachment cools them.

**An afterglow**

Take 5 mTorr of gas at 500 K, a density of 9.66×10¹³ cm⁻³. The electrons start at 3 eV and relax towards the gas temperature, T_gas = 0.043 eV, with a time constant τ = 5 µs. The wall loss frequency ν_w is held at 0.02 per µs, and the off-phase lasts 50 µs:

dn/dt = −(ν + ν_w) n
dT/dt = −(T − T_gas)/τ + ν(T − 2⟨ε⟩/3).

Energy carried to the wall beyond the average per electron is taken to be part of the cooling term. The quantity of interest is the fraction of the initial electrons that attach, ∫ νn dt/n₀.

To isolate cooling, compare this with a hypothetical plasma held at 3 eV for the same 50 µs, with the same wall loss and with ionization omitted. Its frequencies are constant, so the fraction is

F = [ν/(ν + ν_w)] (1 − e^(−(ν + ν_w)t)).

For chlorine ν = 2.93×10⁻¹⁰ × 9.66×10¹³ = 2.83×10⁴ s⁻¹, or 0.0283 per µs. Then F = (0.0283/0.0483)(1 − e^(−2.42)) = 0.53. For oxygen ν = 0.00296 per µs and F = (0.00296/0.02296)(1 − e^(−1.15)) = 0.088. With cooling switched on:

Cl₂: 0.77 cooled, 0.53 held hot
O₂: 0.008 cooled, 0.088 held hot.

In these models cooling raises the attached fraction in chlorine and cuts it about tenfold in oxygen. The chlorine gain depends on the assumed 5 eV band. If that band were four times higher, the cooled and held-hot fractions would both be 0.82, although k would still grow by a factor of 2.7 between 3 and 0.1 eV.

The gain in chlorine is far smaller than the factor of 8.5 in k. A fraction cannot exceed one, and electrons are lost while the temperature is still falling. The event rate k n_gas n_e rises to 1.5 times its initial value at 12 µs and ends at 5×10⁻⁴ of it. So even in chlorine the rise is temporary: the coefficient stays high, but the electrons run out.

The feedback is visible. At 0.3 eV in chlorine ν = 0.127 per µs and ⟨ε⟩ = 0.188 eV, so attachment heats the electrons at 0.127 × (0.300 − 0.125) = 0.022 eV/µs. The cooling term is (0.300 − 0.043)/5 = 0.051 eV/µs, so more than two fifths of it is cancelled. At 10 µs the temperature is 0.53 eV, against 0.44 eV with the feedback removed.

If the 5 µs cooling continues all the way down, as assumed here, the chlorine electrons are at 0.036 eV after 50 µs, below the gas temperature. With slower cooling at low temperature they need not become this cold. The cooling term alone could not take them there. Below 0.067 eV, however, s is positive: the p-wave cross section favours the faster electrons, and their removal cools the rest. This last step rests on the assumed Maxwellian. The event rate is then 5×10⁻⁴ of its initial value while k is about 8 times larger, so fewer than one in ten thousand of the electrons are left, and their mutual collisions may be too rare to maintain that distribution.

**Beside a real reactor**

Pressures of a few to some tens of mTorr, electron temperatures of a few eV and off-times of tens of microseconds or more are roughly typical of such sources. The single cooling time and the constant wall loss are simplifications. Each change below is made separately, and the cooled fractions should be set against the held-hot values of 0.53 and 0.088 unless others are given.

- Slower cooling, τ = 20 µs: 0.59 for chlorine and 0.029 for oxygen. The contrast shrinks but keeps its direction.
- Cooling towards 0.3 eV instead of the gas temperature: 0.71 and 0.010. This case matters because elastic collisions alone would need from about one to a few tens of milliseconds to cool the electrons at this pressure, for momentum-transfer cross sections of 5 to 20 Å². At low temperature the cooling rests on inelastic collisions and escape to the wall, and it may be much slower than τ = 5 µs.
- Wall loss proportional to T^(1/2): 0.87 and 0.008. Part of the chlorine gain then comes from electrons staying longer in the gas, not from the larger k.
- Half the gas particles being chlorine atoms instead of molecules, at the same pressure and gas temperature: 0.70 cooled against 0.34 held hot. Real discharges can be strongly dissociated, and free atoms cannot attach dissociatively.

When negative ions come to outnumber electrons, the sheath and the wall loss change in ways this model does not describe. In the main chlorine run, even with no negative ions at the start, this happens after about 13 µs, when the attached fraction is 0.41. The rise from there to 0.77 is therefore an extrapolation. The attached fraction also counts ions formed, not ions surviving recombination and detachment.

**What can weaken the oxygen result**

The words "ground-state" matter. Suppose 10 per cent of the oxygen is in a metastable state whose whole attachment band, threshold included, lies 1 eV lower and is four times stronger, which are rough assumptions. The coefficient at 0.3 eV then rises by a factor of 9.6. The attached fraction is still only 0.012 with cooling, against 0.118 held hot. Vibrational excitation also lowers the energy needed; it is not included.

A few surviving fast electrons matter more for the coefficient. If one in a thousand stays in a group with a temperature of 3 eV, that group contributes 3.1×10⁻¹⁴ cm³/s, about 350 times the coefficient of a pure 0.3 eV Maxwellian. How long such a group lasts depends on the electron density. For 10¹¹ cm⁻³ and a Coulomb logarithm of 10, the basic Coulomb collision time t_c, which grows as ε^(3/2), is about 0.04 µs at 0.3 eV and 3.8 µs at 6 eV. An electron much faster than the bulk loses energy as dε/dt = −2ε/t_c. Integrating this, an electron that starts at 6 eV falls below 3.64 eV after (3.8/3)[1 − (3.64/6)^(3/2)] ≈ 0.7 µs, well within the cooling time. At this density the group would have to be renewed, or start at much higher energies. At 10¹⁰ cm⁻³ the same loss takes about 7 µs, longer than the cooling time of 5 µs, and a cold Maxwellian may then be a poor guide to the fast tail. Surviving fast electrons would weaken the extreme suppression computed here, while inelastic collisions and escape to the wall, which can remove fast electrons first, would strengthen it. Even with the hot group assumed above, its contribution is only a thousandth of the 3 eV coefficient.

Cold electrons can also attach to O₂ without breaking it, with a third body carrying off the energy. A rough coefficient of 2×10⁻³⁰ cm⁶/s gives an effective 1.9×10⁻¹⁶ cm³/s at this gas density. That is of the same order as the dissociative value at 0.3 eV, but it amounts to only about 0.02 events per electron per second. It makes O₂⁻, not O⁻, and it grows with pressure.

So your colleague is right about ground-state oxygen. With the chlorine cross section assumed here, your picture holds from 3 eV down to the temperature where s changes sign; the margin is thin, since s reaches −0.10 near 2 eV and turns positive there if the 5 eV band is only about 20 per cent higher, so a stronger band at several eV would weaken or remove the gain at the hot end. For another gas, if the electrons are close to Maxwellian, compare the mean energy of the captured electrons with 3T/2 over the range your afterglow covers, and then follow the electron density to see how many ions form. For a clearly different distribution this comparison can give the wrong sign, and σv must be averaged over the actual distribution instead. The numerical output below lists the model parameters and the main results.

Calculated quantities

```
Bond lengths Cl2, O2: 1.99, 1.21 angstrom
B3LYP Cl2: D 2.17, atom EA 3.72, D-EA -1.55 eV
B3LYP O2: D 5.32, atom EA 1.68, D-EA 3.64 eV
PBE0 Cl2: D 2.34, atom EA 3.63, D-EA -1.29 eV
PBE0 O2: D 5.33, atom EA 1.39, D-EA 3.93 eV
O2 threshold used in model (B3LYP): 3.64 eV
Cl2 slow peak: sigma0 5.0 angstrom^2, w 0.1 eV
Cl2 band: 0.1 angstrom^2, centre 5.0, width 1.0 eV
O2 band: 0.015 angstrom^2, centre 6.5, width 1.2 eV
p-wave cross-section power of energy: 0.500
Gas: 5.0 mTorr, 500 K, 9.656e+13 cm^-3
Gas temperature as energy: 0.0431 eV
Start 3.0 eV, tau 5.0 us, off-time 50.0 us
Wall loss frequency: 0.02 per us
k at 3.000 eV: Cl2 2.93e-10, O2 3.07e-11 cm^3/s
k at 1.000 eV: Cl2 3.97e-10, O2 2.65e-12 cm^3/s
k at 0.300 eV: Cl2 1.32e-09, O2 8.80e-17 cm^3/s
k at 0.100 eV: Cl2 2.49e-09, O2 1.01e-27 cm^3/s
k at 0.043 eV: Cl2 2.47e-09, O2 1.44e-48 cm^3/s
Captured mean energy at 3.0 eV: Cl2 3.674, O2 6.377 eV
Captured mean energy at 0.3 eV: Cl2 0.188, O2 4.594 eV
Cl2 slow-peak part of k at 3 eV: 7.89e-11 cm^3/s
k(0.1 eV)/k(3 eV), Cl2: 8.48
k(0.3 eV)/k(3 eV), O2: 2.87e-06
Threshold bound on that O2 ratio: 5.69e-04
Temperature of maximum k: Cl2 0.0667, O2 4.30 eV
O2 guaranteed-fall limit 2E_th/3: 2.43 eV
Cl2 attachment heating at 0.3 eV: 0.0223 eV/us
T at 5 us: Cl2 1.157, O2 1.121 eV
T at 10 us: Cl2 0.532, O2 0.439 eV
T at 20 us: Cl2 0.196, O2 0.097 eV
T at 50 us: Cl2 0.036, O2 0.043 eV
Cl2 attached fraction: cooled 0.771, held hot 0.534
O2 attached fraction: cooled 0.0083, held hot 0.0880
Cl2 event rate/start: peak 1.47 at 12.2 us, end 5.16e-04
Metastable O2: share 0.1, shift 1.0 eV, strength x4
Its factor on O2 k at 0.3 eV: 9.6
O2 with metastables: cooled 0.0122, hot 0.1179
Threshold lower by 0.1 eV: O2 k(0.3 eV) x 1.04
Hot group share 0.001: O2 k 3.07e-14 cm^3/s
Three-body coefficient (rough): 2e-30 cm^6/s
Three-body effective k: 1.93e-16 cm^3/s
Electron density 1e+11 cm^-3, Coulomb log 10
Electron relaxation: 0.3 eV 0.043, 6 eV 3.80 us
Cooled fractions, tau 20.0 us: Cl2 0.594, O2 0.0286
Cooled, wall loss as sqrt(T): Cl2 0.866, O2 0.0083
Half Cl2 density: cooled 0.702, hot 0.339
Cl2 T at 10 us without feedback: 0.443 eV
Cl2 fraction without feedback: 0.787
```
